**Numerical test of the Pople-Santry contact-coupling formula for BeH₂**

The program tests $K_{AB}=\tfrac49\mu_0^2\mu_B^2s_A^2(0)s_B^2(0)\pi_{AB}$, where $K_{AB}$ is the reduced coupling, $s_A^2(0)$ the density of a valence s orbital at its nucleus, and $\pi_{AB}$ the mutual polarisability of the two s orbitals. It asserts the contact factor $2\mu_0/3$ by surface quadrature, and $\pi_{AB}$ against the change of orbital populations under small level shifts. It also diagonalises four independent valence electrons together with two nuclear spins and asserts that the level splittings reproduce the factor ¼, the sign and the value of $\pi_{AB}$. The sum over orbitals with full amplitudes at the nuclei is asserted against the spin density induced in a frozen Fock operator. In a minimal atomic basis the formula gives $K$ of about 6.8 for Be–H and 0.028 for H–H, in $10^{19}\,\mathrm{T^2\,J^{-1}}$. The H–H value is the remainder of four nearly cancelling terms. Self-consistent Hartree-Fock response in the same basis gives 32.4 and 3.57, against 10.6 and 0.103 for the uncoupled sum with full amplitudes, so within Hartree-Fock theory in this basis the uncoupled step changes the result greatly.

## Numerical check

```python
"""Pople-Santry formula for the Fermi-contact reduced coupling K_AB:
    K_AB = (4/9) mu0^2 muB^2 sA^2(0) sB^2(0) pi_AB
    pi_AB = -4 sum_{i occ, a empty} c_iA c_aA c_iB c_aB / (e_a - e_i)
c: coefficients of the s orbitals of A and B in an orthonormal valence basis,
e: orbital energies, s^2(0): density of a valence s orbital at its nucleus.
Energy convention: h J I_A.I_B with h J = hbar^2 gamma_A gamma_B K, g = 2.
Example: linear BeH2, Hartree-Fock in a minimal basis of atomic orbitals.
Atomic units are used inside the program unless a unit is stated."""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as sc
from pyscf import gto, scf, ao2mo

# ---- contact factor: integral of a dipole field over a sphere ----
x, wx = np.polynomial.legendre.leggauss(12)
moment = np.array([0.0, 0.0, 1.0])
field_integral = np.zeros(3)
for ct, w in zip(x, wx):
    for ph in 2 * np.pi * np.arange(16) / 16:
        st = np.sqrt(1 - ct**2)
        n = np.array([st * np.cos(ph), st * np.sin(ph), ct])
        vector_potential = np.cross(moment, n)      # times mu0/(4 pi)
        field_integral += w * 2 * np.pi / 16 * np.cross(n, vector_potential)
contact_factor = field_integral[2] / (4 * np.pi)    # in units of mu0
assert abs(contact_factor - 2 / 3) < 1e-12

# ---- atomic orbitals in primitive Gaussian sets ----
be_basis = ([[0, [0.03 * 2.8**k, 1.0]] for k in range(15)]
            + [[1, [0.03 * 2.6**k, 1.0]] for k in range(7)])
h_basis = [[0, [0.04 * 3.0**k, 1.0]] for k in range(12)]
be = gto.M(atom='Be 0 0 0', basis={'Be': be_basis}, verbose=0)
mf = scf.RHF(be)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
be1s, be2s = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1]
vj, vk = mf.get_jk(be, 2 * np.outer(be1s, be1s) + np.outer(be2s, be2s))
f_ion = mf.get_hcore() + vj - 0.5 * vk
pz = [k for k, lab in enumerate(be.ao_labels()) if 'pz' in lab]
be2p = np.zeros(be.nao)
be2p[pz] = eigh(f_ion[np.ix_(pz, pz)],
                be.intor('int1e_ovlp')[np.ix_(pz, pz)])[1][:, 0]
hat = gto.M(atom='H 0 0 0', basis={'H': h_basis}, spin=1, verbose=0)
h1s = eigh(hat.intor('int1e_kin') + hat.intor('int1e_nuc'),
           hat.intor('int1e_ovlp'))[1][:, 0]

# ---- BeH2 in the basis Be 1s, 2s, 2pz, H 1s, H' 1s ----
R = 2.5
mol = gto.M(atom=f'Be 0 0 0; H 0 0 {R}; H 0 0 {-R}', unit='Bohr',
            basis={'Be': be_basis, 'H': h_basis}, verbose=0)
nb, nh = be.nao, hat.nao
T = np.zeros((mol.nao, 5))
T[:nb, 0], T[:nb, 1], T[:nb, 2] = be1s, be2s, be2p
T[nb:nb + nh, 3] = h1s
T[nb + nh:, 4] = h1s
S = T.T @ mol.intor('int1e_ovlp') @ T
for k in range(3):                      # positive overlap with the first H
    if S[k, 3] * S[3, 3] < 0:
        T[:, k] *= -1
if h1s.sum() < 0:
    T *= -1
S = T.T @ mol.intor('int1e_ovlp') @ T
hcore = T.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ T
eri = ao2mo.kernel(mol, T, compact=False).reshape(5, 5, 5, 5)
at_nuc = mol.eval_gto('GTOval_sph', mol.atom_coords()) @ T   # [nucleus, AO]


def density(fock):
    C = eigh(fock, S)[1][:, :3]
    return C @ C.T


def focks(da, db):
    J = np.einsum('pqrs,rs->pq', eri, da + db)
    return [hcore + J - np.einsum('prqs,rs->pq', eri, d) for d in (da, db)]


def self_consistent(spin_field, da, db):
    for _ in range(2000):
        fa, fb = focks(da, db)
        na, nb_ = density(fa + spin_field), density(fb - spin_field)
        change = max(abs(na - da).max(), abs(nb_ - db).max())
        da, db = 0.5 * (da + na), 0.5 * (db + nb_)
        if change < 1e-11:
            return da, db
    raise AssertionError('self-consistent field did not converge')


d0 = density(hcore)
d0, _ = self_consistent(np.zeros((5, 5)), d0, d0)
F = focks(d0, d0)[0]
energy = np.sum(d0 * (hcore + F)) + mol.energy_nuc()
eps, C = eigh(F, S)

# ---- orthonormal valence basis: core removed, symmetric orthonormalization ----
X = np.eye(5)[:, 1:]
X = X - np.outer(C[:, 0], C[:, 0] @ S @ X)
mval, mvec = np.linalg.eigh(X.T @ S @ X)
chi = X @ (mvec / np.sqrt(mval)) @ mvec.T
C = C * np.where((chi.T @ S @ C)[2] < 0, -1.0, 1.0)   # first H positive
c, ev = chi.T @ S @ C[:, 1:], eps[1:]
assert np.allclose(c.T @ c, np.eye(4), atol=1e-9)
BE, HA, HB = 0, 2, 3                                 # valence s orbitals
parity = ['g' if c[HA, k] * c[HB, k] > 0 else 'u' for k in range(4)]
assert sorted(parity[:2]) == ['g', 'u'] and ev[2] > ev[1]
Fval = c @ np.diag(ev) @ c.T


def pi_terms(coef, e, nocc, A, B):
    return {(i, a): -4 * coef[A, i] * coef[a_row(A), a] * coef[B, i]
            * coef[B, a] / (e[a] - e[i])
            for i in range(nocc) for a in range(nocc, len(e))}


def a_row(A):
    return A


def population_slope(fock, nocc, A, B, d=1e-4):
    q = []
    for s in (d, -d):
        f = fock.copy()
        f[B, B] += s
        v = np.linalg.eigh(f)[1][:, :nocc]
        q.append(2 * np.sum(v[A]**2))
    return (q[0] - q[1]) / (2 * d)


pairs = {'Be-H': (BE, HA), 'H-H': (HA, HB)}
terms = {p: pi_terms(c, ev, 2, *ab) for p, ab in pairs.items()}
pi = {p: sum(t.values()) for p, t in terms.items()}
slope = {p: population_slope(Fval, 2, *ab) for p, ab in pairs.items()}
for p in pairs:
    assert abs(slope[p] - pi[p]) < 1e-5
assert pi['Be-H'] > 0

# symmetric two-centre bond: pi = 1/(2|beta|)
beta = -0.2
bond_pi = population_slope(np.array([[0, beta], [beta, 0]]), 1, 0, 1)
assert abs(bond_pi - 1 / (2 * abs(beta))) < 1e-5

# one common excitation energy: numerator reduces to the bond order squared
bond_order = {}
for p, (A, B) in pairs.items():
    bond_order[p] = 2 * np.sum(c[A, :2] * c[B, :2])
    numerator = sum(t * (ev[a] - ev[i]) for (i, a), t in terms[p].items())
    assert abs(numerator - bond_order[p]**2) < 1e-9

# ---- four electrons plus two nuclear spins, diagonalized in full ----
lower, Z = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for k in range(8):
    op = np.eye(1)
    for j in range(8):
        op = np.kron(op, Z if j < k else lower if j == k else np.eye(2))
    ann.append(op)
sel = [s for s in range(256) if bin(s).count('1') == 4]
E = [[(ann[p].T @ ann[q])[np.ix_(sel, sel)] for q in range(8)]
     for p in range(8)]
H_el = sum(Fval[p, q] * E[2 * p + s][2 * q + s]
           for p in range(4) for q in range(4) for s in range(2))


def spin_matrices(I):
    m = np.arange(I, -I - 1, -1)
    up = np.diag(np.sqrt(I * (I + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


half = spin_matrices(0.5)


def site_spin(A, axis):
    return sum(half[axis][s, t] * E[2 * A + s][2 * A + t]
               for s in range(2) for t in range(2))


def coupling_from_levels(A, B, IA, IB, a):
    """Slope of the lowest levels against <I_A.I_B>; odd orders cancelled."""
    SA, SB = spin_matrices(IA), spin_matrices(IB)
    da, db = len(SA[0]), len(SB[0])
    NA = [np.kron(s, np.eye(db)) for s in SA]
    NB = [np.kron(np.eye(da), s) for s in SB]
    dot = np.kron(np.eye(len(sel)), sum(u @ v for u, v in zip(NA, NB)))
    out = []
    for sign in (1, -1):
        H = np.kron(H_el, np.eye(da * db)).astype(complex)
        for k in range(3):
            H += sign * a * (np.kron(site_spin(A, k), NA[k])
                             + np.kron(site_spin(B, k), NB[k]))
        lev, vec = np.linalg.eigh(H)
        lev, vec = lev[:da * db], vec[:, :da * db]
        w = np.real(np.sum(vec.conj() * (dot @ vec), axis=0))
        out.append(np.polyfit(w, lev - lev.mean(), 1)[0])
    return np.mean(out)


a_test = 1e-3
nuclear_spins = {'Be-H': (1.5, 0.5), 'H-H': (0.5, 0.5)}
pi_levels = {}
for p, ab in pairs.items():
    hJ = coupling_from_levels(*ab, *nuclear_spins[p], a_test)
    pi_levels[p] = 4 * hJ / a_test**2
    assert abs(pi_levels[p] - pi[p]) < 1e-4

# ---- contact response with full orbital amplitudes at the nuclei ----
phi = at_nuc @ C                                     # [nucleus, MO]
nuclei = {'Be-H': (0, 1), 'H-H': (2, 1)}


def contact_sum(A, B, first):
    return sum(-4 * phi[A, i] * phi[A, a] * phi[B, i] * phi[B, a]
               / (eps[a] - eps[i]) for i in range(first, 3) for a in (3, 4))


lam = 1e-3
W = np.outer(at_nuc[1], at_nuc[1])                   # contact field at first H
spin_unc = [density(F + s * W) - density(F - s * W) for s in (lam, -lam)]
spin_cpl = []
for s in (lam, -lam):
    da, db = self_consistent(s * W, d0, d0)
    spin_cpl.append(da - db)
valence, allorb, coupled = {}, {}, {}
for p, (A, B) in nuclei.items():
    valence[p], allorb[p] = contact_sum(A, B, 1), contact_sum(A, B, 0)
    r = at_nuc[A]
    frozen = r @ (spin_unc[0] - spin_unc[1]) @ r / (2 * lam)
    coupled[p] = r @ (spin_cpl[0] - spin_cpl[1]) @ r / (2 * lam)
    assert abs(frozen - allorb[p]) < 1e-4 * abs(allorb[p]) + 1e-6

# ---- densities and couplings ----
s2_be, s2_h = at_nuc[0, 1]**2, at_nuc[1, 3]**2
assert abs(s2_h * np.pi - 1) < 0.03                  # finite Gaussian cusp error
chi_nuc = at_nuc @ chi
o2_be, o2_h = chi_nuc[0, BE]**2, chi_nuc[1, HA]**2
a0 = sc.physical_constants['Bohr radius'][0]
Eh = sc.physical_constants['Hartree energy'][0]
muB = sc.physical_constants['Bohr magneton'][0]
gp = sc.physical_constants['proton gyromag. ratio'][0]
unit = 4 / 9 * sc.mu_0**2 * muB**2 / (a0**6 * Eh) / 1e19
to_hz = sc.h * gp**2 / (4 * np.pi**2) * 1e19
K = {'Be-H': unit * s2_be * s2_h * pi['Be-H'],
     'H-H': unit * s2_h**2 * pi['H-H']}
K_orth = {'Be-H': unit * o2_be * o2_h * pi['Be-H'],
          'H-H': unit * o2_h**2 * pi['H-H']}

print(f"contact factor from surface quadrature: {contact_factor:.6f} mu0")
print(f"Be-H distance: {R:.2f} bohr")
print(f"total RHF energy, minimal atomic basis: {energy:.4f} hartree")
print(f"overlap Be 2s with H 1s: {S[1, 3]:.4f}")
print(f"overlap H 1s with H' 1s: {S[3, 4]:.4f}")
print("valence MOs: energy/hartree; coefficients Be 2s, Be 2pz, H, H'")
for k in range(4):
    row = ' '.join(f'{v + 0.0:8.4f}' for v in np.round(c[:, k], 8))
    print(f"  MO {k + 1} ({parity[k]}, {'occ' if k < 2 else 'empty'}): "
          f"{ev[k]:8.4f}; {row}")
for p in pairs:
    print(f"{p} terms of pi, 1/hartree:")
    for (i, a), t in terms[p].items():
        print(f"  MO {i + 1} -> MO {a + 1}: gap {ev[a] - ev[i]:.4f} hartree,"
              f" term {round(t, 8) + 0.0:.4f}")
    print(f"  pi from formula: {pi[p]:.5f} 1/hartree")
    print(f"  pi from population slope: {slope[p]:.5f} 1/hartree")
    print(f"  pi from nuclear-spin levels: {pi_levels[p]:.5f} 1/hartree")
    print(f"  bond order P: {bond_order[p]:.4f}; P^2: {bond_order[p]**2:.4f}")
print(f"two-centre bond, beta = {beta} hartree: pi = {bond_pi:.4f} 1/hartree")
print(f"atomic density at nucleus, Be 2s: {s2_be:.4f} bohr^-3")
print(f"atomic density at nucleus, H 1s: {s2_h:.4f} bohr^-3")
print(f"orthonormalized orbital at own nucleus, Be: {o2_be:.4f} bohr^-3")
print(f"orthonormalized orbital at own nucleus, H: {o2_h:.4f} bohr^-3")
print(f"K for unit densities and unit pi (a.u.): {unit:.4f} 1e19 T^2/J")
for p in pairs:
    print(f"{p} reduced coupling K, 1e19 T^2/J:")
    print(f"  Pople-Santry, atomic densities: {K[p]:.3f}")
    print(f"  same, orthonormalized densities: {K_orth[p]:.3f}")
    print(f"  full amplitudes, valence only: {unit * valence[p]:.3f}")
    print(f"  full amplitudes, with core: {unit * allorb[p]:.3f}")
    print(f"  self-consistent response: {unit * coupled[p]:.3f}")
print(f"J(H-H) per unit K of 1e19 T^2/J: {to_hz:.4f} Hz")
print(f"J(H-H), Pople-Santry: {to_hz * K['H-H']:.2f} Hz")
print("checks complete")
```

Running it gives:

```
contact factor from surface quadrature: 0.666667 mu0
Be-H distance: 2.50 bohr
total RHF energy, minimal atomic basis: -15.7137 hartree
overlap Be 2s with H 1s: 0.5622
overlap H 1s with H' 1s: 0.0965
valence MOs: energy/hartree; coefficients Be 2s, Be 2pz, H, H'
  MO 1 (g, occ):  -0.5338;   0.6368   0.0000   0.5452   0.5452
  MO 2 (u, occ):  -0.4762;   0.0000   0.6769   0.5205  -0.5205
  MO 3 (g, empty):   0.2562;  -0.7711   0.0000   0.4503   0.4503
  MO 4 (u, empty):   0.6720;   0.0000  -0.7361   0.4786  -0.4786
Be-H terms of pi, 1/hartree:
  MO 1 -> MO 3: gap 0.7900 hartree, term 0.6103
  MO 1 -> MO 4: gap 1.2058 hartree, term 0.0000
  MO 2 -> MO 3: gap 0.7324 hartree, term 0.0000
  MO 2 -> MO 4: gap 1.1482 hartree, term 0.0000
  pi from formula: 0.61030 1/hartree
  pi from population slope: 0.61030 1/hartree
  pi from nuclear-spin levels: 0.61030 1/hartree
  bond order P: 0.6943; P^2: 0.4821
H-H terms of pi, 1/hartree:
  MO 1 -> MO 3: gap 0.7900 hartree, term -0.3051
  MO 1 -> MO 4: gap 1.2058 hartree, term 0.2259
  MO 2 -> MO 3: gap 0.7324 hartree, term 0.3000
  MO 2 -> MO 4: gap 1.1482 hartree, term -0.2162
  pi from formula: 0.00452 1/hartree
  pi from population slope: 0.00452 1/hartree
  pi from nuclear-spin levels: 0.00452 1/hartree
  bond order P: 0.0527; P^2: 0.0028
two-centre bond, beta = -0.2 hartree: pi = 2.5000 1/hartree
atomic density at nucleus, Be 2s: 0.5629 bohr^-3
atomic density at nucleus, H 1s: 0.3160 bohr^-3
orthonormalized orbital at own nucleus, Be: 0.5341 bohr^-3
orthonormalized orbital at own nucleus, H: 0.6058 bohr^-3
K for unit densities and unit pi (a.u.): 63.0528 1e19 T^2/J
Be-H reduced coupling K, 1e19 T^2/J:
  Pople-Santry, atomic densities: 6.844
  same, orthonormalized densities: 12.451
  full amplitudes, valence only: 10.632
  full amplitudes, with core: 10.572
  self-consistent response: 32.420
H-H reduced coupling K, 1e19 T^2/J:
  Pople-Santry, atomic densities: 0.028
  same, orthonormalized densities: 0.105
  full amplitudes, valence only: 0.103
  full amplitudes, with core: 0.103
  self-consistent response: 3.574
J(H-H) per unit K of 1e19 T^2/J: 12.0120 Hz
J(H-H), Pople-Santry: 0.34 Hz
checks complete
```
